**Equibiaxial moduli of cubic (001) and (111) films**

For a stable cubic crystal, the program tests that \(M_{111}-M_{001}=B^2H/[C_{11}(B+4C_{44})]\), so that the moduli are equal if and only if \(C_{11}-C_{12}=2C_{44}\). Here \(C_{11},C_{12},C_{44}\) are the stiffnesses, \(M\) is in-plane stress divided by equibiaxial in-plane strain, \(B=C_{11}+2C_{12}\) and \(H=2C_{44}-C_{11}+C_{12}\). The film problem is solved from the full stiffness tensor for 200 random stable crystals, and the computed in-plane stress per unit strain deviates from the modulus formulas by at most 2.1e-15 of the modulus. The program also asserts the stability conditions, the sign of the difference, the energy minimum and, by symbolic algebra, the difference formula with its single root in \(C_{44}\). A crystal with \(B=0\) shows that equality can occur without isotropy when stability is lost. For rough copper constants the output gives 120.6 GPa for (001) and 259.9 GPa for (111), and both become 120.6 GPa when \(C_{44}\) alone is set to its isotropic value. Further lines give the strains, stresses and energy densities of the copper example and estimate the size of effects that the model neglects.

## Numerical verification

```python
"""
Result under test: for a stable cubic crystal, the equibiaxial moduli of
(001) and (111) films are equal if and only if C11 - C12 = 2*C44, because
  M111 - M001 = B^2 * H / (C11*(B + 4*C44)),
with B = C11 + 2*C12 and H = 2*C44 - C11 + C12.
C11, C12, C44: cubic stiffnesses. M: in-plane stress / in-plane strain for
equal in-plane strains and a traction-free film face. n: film normal.
L: longitudinal stiffness along n, the eigenvalue of the acoustic tensor.
Tensor (not engineering) shear strains are used throughout.
"""
import numpy as np
import sympy as sp

rng = np.random.default_rng(7)
N001 = np.array([0.0, 0.0, 1.0])
N111 = np.ones(3) / np.sqrt(3)
N110 = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)


def stiffness(c11, c12, c44):
    """Full fourth-rank stiffness tensor in the cube axes."""
    c = np.zeros((3, 3, 3, 3))
    for i in range(3):
        for j in range(3):
            if i == j:
                c[i, i, i, i] = c11
            else:
                c[i, i, j, j] = c12
                c[i, j, i, j] = c44
                c[i, j, j, i] = c44
    return c


def plane_axes(n, angle=0.0):
    """Two orthonormal in-plane vectors, turned by angle about n."""
    trial = np.eye(3)[np.argmin(np.abs(n))]
    p = np.cross(n, trial)
    p /= np.linalg.norm(p)
    q = np.cross(n, p)
    return (np.cos(angle) * p + np.sin(angle) * q,
            -np.sin(angle) * p + np.cos(angle) * q)


def solve_film(c, n, angle=0.0):
    """Unit in-plane strain; solve the three free-face conditions."""
    p, q = plane_axes(n, angle)
    fixed = np.outer(p, p) + np.outer(q, q)
    modes = [np.outer(n, n)]
    modes += [np.outer(v, n) + np.outer(n, v) for v in (p, q)]

    def stress(eps):
        return np.einsum('ijkl,kl->ij', c, eps)

    matrix = np.column_stack([stress(m) @ n for m in modes])
    amp = np.linalg.solve(matrix, -stress(fixed) @ n)
    eps = fixed + sum(a * m for a, m in zip(amp, modes))
    s = stress(eps)
    plane = np.array([[p @ s @ p, p @ s @ q], [q @ s @ p, q @ s @ q]])
    return plane, eps, amp, modes


def energy(c, eps):
    return 0.5 * np.einsum('ij,ijkl,kl->', eps, c, eps)


def m001(c11, c12, c44):
    return (c11 - c12) * (c11 + 2 * c12) / c11


def m111(c11, c12, c44):
    b = c11 + 2 * c12
    return 6 * c44 * b / (b + 4 * c44)


def random_stable():
    b, shear, c44 = np.exp(rng.uniform(-1.5, 1.5, 3))
    c12 = (b - shear) / 3
    return c12 + shear, c12, c44


# Stability conditions against the eigenvalues of the energy form.
basis = [np.outer(v, v) for v in np.eye(3)]
for i, j in ((1, 2), (0, 2), (0, 1)):
    m = np.zeros((3, 3))
    m[i, j] = m[j, i] = 1 / np.sqrt(2)
    basis.append(m)
basis = np.array(basis)
stable_count = 0
for _ in range(400):
    k = rng.uniform(-1, 1, 3)
    form = np.einsum('aij,ijkl,bkl->ab', basis, stiffness(*k), basis)
    positive = np.linalg.eigvalsh(form)[0] > 0
    rule = k[0] > k[1] and k[0] + 2 * k[1] > 0 and k[2] > 0
    assert positive == rule
    stable_count += int(positive)
assert 20 < stable_count < 380

# Random stable crystals: full film problem against the derived formulas.
worst = 0.0
crystals = 200
stiffer_111 = 0
for _ in range(crystals):
    k = random_stable()
    c = stiffness(*k)
    b = k[0] + 2 * k[1]
    found = []
    cases = ((N001, m001(*k), k[0]),
             (N111, m111(*k), (b + 4 * k[2]) / 3))
    for n, formula, lon in cases:
        plane, eps, amp, modes = solve_film(c, n, rng.uniform(0, 6))
        err = np.max(np.abs(plane - formula * np.eye(2))) / formula
        worst = max(worst, err)
        acoustic = np.einsum('ijkl,j,l->ik', c, n, n)
        assert np.linalg.eigvalsh(acoustic)[0] > 0
        assert np.allclose(acoustic @ n, lon * n, atol=1e-11)
        assert abs(n @ eps @ n - (1 - b / lon)) < 1e-9
        assert np.max(np.abs(amp[1:])) < 1e-9
        w = energy(c, eps)
        assert abs(w - formula) < 1e-9 * max(1, formula)
        for _ in range(3):
            shift = rng.normal(size=3)
            other = eps + sum(a * m for a, m in zip(shift, modes))
            assert energy(c, other) > w
        found.append(plane[0, 0])
    h = 2 * k[2] - k[0] + k[1]
    assert np.sign(found[1] - found[0]) == np.sign(h)
    stiffer_111 += int(h > 0)
    # Mean in-plane stress for an arbitrary normal.
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    acoustic = np.einsum('ijkl,j,l->ik', c, n, n)
    mean = b / 2 * (3 - b * (n @ np.linalg.solve(acoustic, n)))
    plane = solve_film(c, n)[0]
    assert abs(np.trace(plane) / 2 - mean) < 1e-9 * max(1, mean)
assert worst < 1e-9
assert 20 < stiffer_111 < crystals - 20

# Symbolic solution of the free-face equations, then the difference.
C11, C12, C44 = sp.symbols('C11 C12 C44')
x, y, z = sp.symbols('x y z')


def symbolic_modulus(p, q, n):
    eps = p * p.T + q * q.T + x * n * n.T
    eps += y * (p * n.T + n * p.T) + z * (q * n.T + n * q.T)
    s = 2 * C44 * eps
    for i in range(3):
        s[i, i] = (C11 - C12) * eps[i, i] + C12 * eps.trace()
    equations = [sp.expand(t) for t in s * n]
    sol = sp.solve(equations, (x, y, z), dict=True)[0]
    return sp.simplify((p.T * s * p)[0].subs(sol))


ex, ey, ez = [sp.Matrix(v) for v in ([1, 0, 0], [0, 1, 0], [0, 0, 1])]
s001 = symbolic_modulus(ex, ey, ez)
s111 = symbolic_modulus(sp.Matrix([1, -1, 0]) / sp.sqrt(2),
                        sp.Matrix([1, 1, -2]) / sp.sqrt(6),
                        sp.Matrix([1, 1, 1]) / sp.sqrt(3))
difference = sp.together(s111 - s001)
B = C11 + 2 * C12
H = 2 * C44 - C11 + C12
assert sp.simplify(difference - B**2 * H / (C11 * (B + 4 * C44))) == 0
roots = sp.solve(sp.numer(sp.cancel(difference)), C44)
assert len(roots) == 1
assert sp.simplify(roots[0] - (C11 - C12) / 2) == 0

# Without stability the equivalence fails: B = 0, crystal anisotropic.
soft = (2.0, -1.0, 1.0)
soft_moduli = [solve_film(stiffness(*soft), n)[0][0, 0]
               for n in (N001, N111)]
assert np.max(np.abs(soft_moduli)) < 1e-12
assert soft[0] - soft[1] != 2 * soft[2]

# Worked example: rough typical copper constants, GPa.
cu = (170.0, 120.0, 75.0)
c_cu = stiffness(*cu)
b_cu = cu[0] + 2 * cu[1]
p001, e001 = solve_film(c_cu, N001)[:2]
p111, e111 = solve_film(c_cu, N111)[:2]
M1, M3 = p001[0, 0], p111[0, 0]
p110 = np.linalg.eigvalsh(solve_film(c_cu, N110)[0])
assert p110[1] - p110[0] > 1.0
h_cu = 2 * cu[2] - cu[0] + cu[1]
gap = b_cu**2 * h_cu / (cu[0] * (b_cu + 4 * cu[2]))
assert abs(M3 - M1 - gap) < 1e-9

# Same C11 and C12, with C44 set to its isotropic value.
iso = (cu[0], cu[1], (cu[0] - cu[1]) / 2)
c_iso = stiffness(*iso)
i001 = solve_film(c_iso, N001)[0][0, 0]
i111 = solve_film(c_iso, N111)[0][0, 0]
assert abs(i001 - i111) < 1e-9
for _ in range(20):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    plane = solve_film(c_iso, n)[0]
    assert np.allclose(plane, i001 * np.eye(2), atol=1e-9)

# Cooling on silicon; rough expansion coefficients, 1/K.
alpha_cu, alpha_si = 17e-6, 3e-6
cooling, t_final = 50.0, 300.0
strain = (alpha_cu - alpha_si) * cooling
s1, s3 = M1 * strain * 1e3, M3 * strain * 1e3        # MPa
w1, w3 = M1 * strain**2 * 1e6, M3 * strain**2 * 1e6  # kJ/m^3

# Yield, with a rough film yield stress in MPa.
yield_stress = 300.0
cool_yield = yield_stress / (M3 * 1e3 * (alpha_cu - alpha_si))
assert s3 < yield_stress

# Wafer compliance: force and moment balance of the free bilayer.
h_film, h_wafer, m_wafer = 0.5, 500.0, 180.0   # um, um, GPa


def moment(lo, hi, power):
    return (hi**(power + 1) - lo**(power + 1)) / (power + 1)


def relaxation(m_film):
    a = np.zeros((2, 2))
    rhs = np.zeros(2)
    for r in range(2):
        rhs[r] = -m_film * moment(0, h_film, r)
        for s in range(2):
            a[r, s] = (m_wafer * moment(-h_wafer, 0, r + s)
                       + m_film * moment(0, h_film, r + s))
    g0, curvature = np.linalg.solve(a, rhs)
    return -(g0 + curvature * h_film / 2)


loss = relaxation(M3)
thin = 4 * M3 * h_film / (m_wafer * h_wafer)
# The thin-film limit omits terms of relative order one percent.
assert abs(loss / thin - 1) < 0.02

# Normal tilted from [111] towards [001].
tilt = 5.0
toward = N001 - (N001 @ N111) * N111
toward /= np.linalg.norm(toward)
angle = np.radians(tilt)
n_tilt = np.cos(angle) * N111 + np.sin(angle) * toward
tilted = np.linalg.eigvalsh(solve_film(c_cu, n_tilt)[0])

# Isothermal stiffness, treating the input constants as adiabatic.
heat_capacity = 3.4e6                      # J/(m^3 K), rough
beta = 3 * alpha_cu
k_s = b_cu / 3
k_t = 1 / (1 / k_s + t_final * beta**2 * 1e9 / heat_capacity)
# Check by eliminating the temperature at constant entropy.
c_v = heat_capacity - beta**2 * k_t * 1e9 * t_final
theta = -t_final * k_t * 1e9 * beta / c_v  # heating per unit dilation
assert abs(k_t * (1 - beta * theta) - k_s) < 1e-9 * k_s
drop = k_s - k_t
c_t = stiffness(cu[0] - drop, cu[1] - drop, cu[2])
t001 = solve_film(c_t, N001)[0][0, 0]
t111 = solve_film(c_t, N111)[0][0, 0]

# Softening with temperature, anharmonicity, surface stress: rough sizes.
soft_rate = 3e-4                           # 1/K, rough
softening = soft_rate * cooling
k_prime = 5.0                              # dK/dP, rough
dilation = np.trace(e111) * strain
surface = 1.5                              # N/m, rough
surface_mpa = surface / (h_film * 1e-6) / 1e6

print(f"Random stable crystals tested: {crystals}")
print(f"  of these with M111 > M001: {stiffer_111}")
print(f"Largest relative error of modulus formulas: {worst:.1e}")
print(f"B=0 case C11, C12, C44 (arb. units): {soft}")
print(f"  largest |M| there: {np.max(np.abs(soft_moduli)):.1e}")
print(f"Copper, rough C11, C12, C44: {cu} GPa")
print(f"C11-C12: {cu[0]-cu[1]:.1f} GPa; 2*C44: {2*cu[2]:.1f} GPa")
print(f"Anisotropy ratio 2*C44/(C11-C12): {2*cu[2]/(cu[0]-cu[1]):.2f}")
print(f"B: {b_cu:.1f} GPa; H: {h_cu:.1f} GPa")
print(f"L001: {cu[0]:.1f} GPa; L111: {(b_cu+4*cu[2])/3:.1f} GPa")
print(f"M001: {M1:.1f} GPa")
print(f"M111: {M3:.1f} GPa")
print(f"M111-M001: {M3-M1:.1f} GPa; ratio M111/M001: {M3/M1:.3f}")
print(f"Normal strain / in-plane strain, (001): {N001@e001@N001:.3f}")
print(f"Normal strain / in-plane strain, (111): {N111@e111@N111:.3f}")
print(f"(110) stress/strain, two axes: {p110[0]:.1f}, {p110[1]:.1f} GPa")
print(f"Isotropic C44 for same C11, C12: {iso[2]:.1f} GPa")
print(f"  then M001: {i001:.1f} GPa; M111: {i111:.1f} GPa")
print(f"Expansion Cu, Si (rough): {alpha_cu:.1e}, {alpha_si:.1e} 1/K")
print(f"Cooling: {cooling:.0f} K, to {t_final:.0f} K")
print(f"In-plane strain: {strain:.2e}")
print(f"Film stress (001): {s1:.1f} MPa; (111): {s3:.1f} MPa")
print(f"Energy density (001): {w1:.1f} kJ/m^3; (111): {w3:.1f} kJ/m^3")
print(f"Rough film yield stress: {yield_stress:.0f} MPa")
print(f"  cooling at which (111) film yields: {cool_yield:.0f} K")
print(f"Film: {h_film*1e3:.0f} nm; wafer: {h_wafer:.0f} um")
print(f"Wafer biaxial modulus (rough): {m_wafer:.0f} GPa")
print(f"  (111) strain lost to wafer compliance: {100*loss:.2f} %")
print(f"Tilt from [111] towards [001]: {tilt:.0f} degrees")
print(f"  stress/strain, two axes: {tilted[0]:.1f}, {tilted[1]:.1f} GPa")
print(f"Softening rate (rough): {soft_rate:.1e} 1/K")
print(f"  stiffness change over the cooling: {100*softening:.1f} %")
print(f"Heat capacity (rough): {heat_capacity/1e6:.1f} MJ/(m^3 K)")
print(f"Bulk modulus adiabatic: {k_s:.1f} GPa; isothermal: {k_t:.1f} GPa")
print(f"  isothermal M001: {t001:.1f} GPa ({100*(t001/M1-1):.2f} %)")
print(f"  isothermal M111: {t111:.1f} GPa ({100*(t111/M3-1):.2f} %)")
print(f"Pressure derivative of bulk modulus (rough): {k_prime:.0f}")
print(f"  (111) dilation: {dilation:.2e}")
print(f"  anharmonic stiffness change, size: {100*k_prime*dilation:.2f} %")
print(f"Surface stress (rough): {surface:.1f} N/m")
print(f"  equivalent film stress: {surface_mpa:.1f} MPa")
print("all tests passed")
```

Printed output:

```
Random stable crystals tested: 200
  of these with M111 > M001: 146
Largest relative error of modulus formulas: 2.1e-15
B=0 case C11, C12, C44 (arb. units): (2.0, -1.0, 1.0)
  largest |M| there: 0.0e+00
Copper, rough C11, C12, C44: (170.0, 120.0, 75.0) GPa
C11-C12: 50.0 GPa; 2*C44: 150.0 GPa
Anisotropy ratio 2*C44/(C11-C12): 3.00
B: 410.0 GPa; H: 100.0 GPa
L001: 170.0 GPa; L111: 236.7 GPa
M001: 120.6 GPa
M111: 259.9 GPa
M111-M001: 139.3 GPa; ratio M111/M001: 2.155
Normal strain / in-plane strain, (001): -1.412
Normal strain / in-plane strain, (111): -0.732
(110) stress/strain, two axes: 186.4, 279.5 GPa
Isotropic C44 for same C11, C12: 25.0 GPa
  then M001: 120.6 GPa; M111: 120.6 GPa
Expansion Cu, Si (rough): 1.7e-05, 3.0e-06 1/K
Cooling: 50 K, to 300 K
In-plane strain: 7.00e-04
Film stress (001): 84.4 MPa; (111): 181.9 MPa
Energy density (001): 59.1 kJ/m^3; (111): 127.3 kJ/m^3
Rough film yield stress: 300 MPa
  cooling at which (111) film yields: 82 K
Film: 500 nm; wafer: 500 um
Wafer biaxial modulus (rough): 180 GPa
  (111) strain lost to wafer compliance: 0.58 %
Tilt from [111] towards [001]: 5 degrees
  stress/strain, two axes: 244.2, 269.3 GPa
Softening rate (rough): 3.0e-04 1/K
  stiffness change over the cooling: 1.5 %
Heat capacity (rough): 3.4 MJ/(m^3 K)
Bulk modulus adiabatic: 136.7 GPa; isothermal: 132.5 GPa
  isothermal M001: 119.9 GPa (-0.61 %)
  isothermal M111: 256.5 GPa (-1.31 %)
Pressure derivative of bulk modulus (rough): 5
  (111) dilation: 8.87e-04
  anharmonic stiffness change, size: 0.44 %
Surface stress (rough): 1.5 N/m
  equivalent film stress: 3.0 MPa
all tests passed
```
